# Multiplet intensities in 4f photoemission and the 3s exchange splitting: verification in Python

```python
"""Photoemission from an open shell and from an s shell beside it.

Result 1: removing one f electron from the level (S,L,J) of f^n gives the
final level (S',L',J') the strength
  n c^2 sum_j (2S+1)(2L+1)(2J'+1)(2j+1) {S' 1/2 S; L' 3 L; J' j J}^2,
c = coefficient of fractional parentage, {...} = 9j symbol, j = 5/2, 7/2.
Result 2: an s hole beside l^n of spin S gives two lines, total spin S+1/2
and S-1/2, split by (2S+1) G^l/(2l+1), with strengths in ratio (S+1)/S.
G^l = exchange Slater integral between the s and the l shell.
Both are tested against explicit calculations with Slater determinants.
Angular momenta named 'twice_...' or stored in labels are doubled integers.
"""
from collections import Counter
from functools import lru_cache
from itertools import combinations
import numpy as np
from scipy import constants
from scipy.sparse import csr_matrix, identity, kron
from scipy.special import spherical_jn
from sympy import Rational
from sympy.physics.wigner import wigner_3j, wigner_6j

HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = constants.physical_constants["Bohr radius"][0] * 1e10
LETTERS = "SPDFGHIKLM"


# ---------- angular momentum algebra ----------
@lru_cache(maxsize=None)
def sixj(*twice):
    return float(wigner_6j(*[Rational(t, 2) for t in twice]))


@lru_cache(maxsize=None)
def threej_zero(la, k, lc):
    return float(wigner_3j(la, k, lc, 0, 0, 0))


def ninej(a, b, c, d, e, f, g, h, i):
    low = max(abs(a - i), abs(d - h), abs(b - f))
    high = min(a + i, d + h, b + f)
    return sum((-1) ** x * (x + 1) * sixj(a, b, c, f, i, x)
               * sixj(d, e, f, b, x, h) * sixj(g, h, i, x, a, d)
               for x in range(low, high + 1, 2))


@lru_cache(maxsize=None)
def gaunt(k, la, ma, lc, mc):
    """Matrix element <la ma| C^k_(ma-mc) |lc mc>."""
    if abs(ma - mc) > k or k < abs(la - lc) or k > la + lc or (la + k + lc) % 2:
        return 0.0
    sign = -1.0 if ma % 2 else 1.0
    return (sign * np.sqrt((2 * la + 1) * (2 * lc + 1)) * threej_zero(la, k, lc)
            * float(wigner_3j(la, k, lc, -ma, ma - mc, mc)))


# ---------- determinants and operators ----------
def shell(l):
    return [(l, m, spin) for m in range(l, -l - 1, -1) for spin in (1, -1)]


def determinants(n_orbitals, n_electrons):
    return [sum(1 << p for p in occupied)
            for occupied in combinations(range(n_orbitals), n_electrons)]


def removal_stack(dets, n_orbitals, n_removed):
    """All operators removing n_removed electrons, stacked vertically."""
    n_electrons = bin(dets[0]).count("1")
    reduced = determinants(n_orbitals, n_electrons - n_removed)
    position = {det: i for i, det in enumerate(reduced)}
    groups = list(combinations(range(n_orbitals), n_removed))
    rows, columns, signs = [], [], []
    for column, det in enumerate(dets):
        for block, group in enumerate(groups):
            new, sign = det, 1.0
            for p in group:
                if not (new >> p) & 1:
                    break
                if bin(new & ((1 << p) - 1)).count("1") % 2:
                    sign = -sign
                new ^= 1 << p
            else:
                rows.append(block * len(reduced) + position[new])
                columns.append(column)
                signs.append(sign)
    return csr_matrix((signs, (rows, columns)),
                      shape=(len(groups) * len(reduced), len(dets)))


def many_body(stack, matrix):
    n_reduced = stack.shape[0] // len(matrix)
    middle = kron(csr_matrix(matrix), identity(n_reduced), format="csr")
    return (stack.T @ middle @ stack).toarray()


def one_electron_angular(orbitals):
    size = len(orbitals)
    lz = np.diag([float(o[1]) for o in orbitals])
    sz = np.diag([o[2] / 2 for o in orbitals])
    lplus, splus = np.zeros((size, size)), np.zeros((size, size))
    for i, (l, m, spin) in enumerate(orbitals):
        for j, (l2, m2, spin2) in enumerate(orbitals):
            if l == l2 and spin == spin2 and m == m2 + 1:
                lplus[i, j] = np.sqrt(l * (l + 1) - m2 * (m2 + 1))
            if l == l2 and m == m2 and spin == 1 and spin2 == -1:
                splus[i, j] = 1.0
    return lz, lplus, sz, splus


def casimir(z, plus):
    return plus.T @ plus + z @ z + z


def expectation(operator, vectors):
    return np.einsum("ij,ij->j", vectors, operator @ vectors)


def doubled_integers(values):
    rounded = np.rint(values).astype(int)
    assert np.max(np.abs(values - rounded)) < 1e-6
    return rounded


def twice_quantum_number(squares):
    return doubled_integers(np.sqrt(np.maximum(1 + 4 * squares, 0)) - 1)


def coulomb_pairs(orbitals, slater):
    """Antisymmetrized Coulomb matrix between ordered orbital pairs."""
    def radial(la, lb, lc, ld, k):
        if la == lb == lc == ld:
            return slater["within"].get(k, 0.0)
        if la == lc and lb == ld:
            return slater["direct"]
        if la == ld and lb == lc:
            return slater["exchange"]
        return 0.0

    def integral(a, b, c, d):
        if a[2] != c[2] or b[2] != d[2] or a[1] + b[1] != c[1] + d[1]:
            return 0.0
        return sum(gaunt(k, a[0], a[1], c[0], c[1])
                   * gaunt(k, d[0], d[1], b[0], b[1])
                   * radial(a[0], b[0], c[0], d[0], k) for k in range(7))

    pairs = list(combinations(orbitals, 2))
    return np.array([[integral(a, b, c, d) - integral(a, b, d, c)
                      for c, d in pairs] for a, b in pairs])


def coupled_basis(dets, orbitals):
    """States of definite S, L, J, M with labels (2S, 2L, 2J, 2M)."""
    stack = removal_stack(dets, len(orbitals), 1)
    lz, lp, sz, sp = [many_body(stack, x) for x in one_electron_angular(orbitals)]
    s2, l2, j2 = casimir(sz, sp), casimir(lz, lp), casimir(lz + sz, lp + sp)
    mixture = (np.sqrt(2) * s2 + np.sqrt(3) * l2 + np.sqrt(5) * j2
               + 0.1 * np.pi * (lz + sz))
    vectors = np.linalg.eigh(mixture)[1]
    columns = [twice_quantum_number(expectation(x, vectors)) for x in (s2, l2, j2)]
    columns.append(doubled_integers(2 * expectation(lz + sz, vectors)))
    return vectors, np.array(columns).T, stack


# ---------- f^3 -> f^2 ----------
f_orbitals = shell(3)
f2_dets, f3_dets = determinants(14, 2), determinants(14, 3)
f2_states, f2_labels, f2_stack = coupled_basis(f2_dets, f_orbitals)
f3_states, f3_labels, f3_stack = coupled_basis(f3_dets, f_orbitals)


def strengths(initial, final, orbital_weights=np.ones(14)):
    """Removal strength into each final state, averaged over initial ones."""
    amplitude = (f3_stack @ initial).reshape(14, len(f2_dets), -1)
    projected = np.einsum("fs,pfk->psk", final, amplitude)
    return np.einsum("p,psk->s", orbital_weights, projected**2) / initial.shape[1]


def collect(values, n_labels):
    total = Counter()
    for value, label in zip(values, f2_labels):
        total[tuple(int(x) for x in label[:n_labels])] += value
    return total


def exchange_overlap(j, ja, jb, total):
    """Overlap of ((1,2)ja,3) with ((1,3)jb,2), doubled arguments."""
    return ((-1) ** ((2 * j + ja + jb) // 2) * np.sqrt((ja + 1) * (jb + 1))
            * sixj(j, j, ja, j, total, jb))


def parentage_squares(twice_s, twice_l):
    parents = [(ts, tl) for ts in (0, 2) for tl in range(0, 13, 2)
               if (ts + tl) % 4 == 0 and abs(ts - 1) <= twice_s <= ts + 1
               and abs(tl - 6) <= twice_l <= tl + 6]
    projector = np.array([[((a == b) - 2 * exchange_overlap(1, a[0], b[0], twice_s)
                            * exchange_overlap(6, a[1], b[1], twice_l)) / 3
                           for b in parents] for a in parents])
    assert np.allclose(projector @ projector, projector, atol=1e-10)
    assert abs(np.trace(projector) - 1) < 1e-10
    return dict(zip(parents, np.diag(projector)))


for twice_l in (0, 4, 6, 8, 12):          # every spin-3/2 term of f^3
    chosen = (f3_labels[:, 0] == 3) & (f3_labels[:, 1] == twice_l)
    assert chosen.sum() == 4 * (twice_l + 1)
    explicit = collect(strengths(f3_states[:, chosen], f2_states), 2)
    formula = parentage_squares(3, twice_l)
    for parent, value in explicit.items():
        assert abs(value / 3 - formula.get(parent, 0.0)) < 1e-9

parentage_4i = parentage_squares(3, 12)


def level_formula(final, twice_j_initial):
    ts, tl, tj = final
    if (ts, tl) not in parentage_4i:
        return 0.0
    recoupled = sum(4 * 13 * (tj + 1) * (j + 1)
                    * ninej(ts, 1, 3, tl, 6, 12, tj, j, twice_j_initial) ** 2
                    for j in (5, 7) if abs(tj - j) <= twice_j_initial <= tj + j)
    return 3 * parentage_4i[(ts, tl)] * recoupled


term_4i = (f3_labels[:, 0] == 3) & (f3_labels[:, 1] == 12)
for twice_j in (9, 11, 13, 15):
    chosen = term_4i & (f3_labels[:, 2] == twice_j)
    explicit = collect(strengths(f3_states[:, chosen], f2_states), 3)
    assert abs(sum(explicit.values()) - 3) < 1e-9
    for level, value in explicit.items():
        assert abs(value - level_formula(level, twice_j)) < 1e-9

ground = f3_states[:, term_4i & (f3_labels[:, 2] == 9)]
ls_strength = collect(strengths(ground, f2_states), 3)
term_average = collect(strengths(f3_states[:, term_4i], f2_states), 3)
for (ts, tl, tj), value in term_average.items():
    expected = 3 * parentage_4i.get((ts, tl), 0) * (tj + 1) / ((ts + 1) * (tl + 1))
    assert abs(value - expected) < 1e-9

# Linearly polarized dipole emission into d and g waves, all angles collected.
d_wave, g_wave = 0.4, 1.0
dipole = np.array([d_wave**2 * gaunt(1, 2, m, 3, m) ** 2 * (abs(m) <= 2)
                   + g_wave**2 * gaunt(1, 4, m, 3, m) ** 2
                   for _, m, _ in f_orbitals])
dipole /= dipole.mean()
dipole_strength = collect(strengths(ground, f2_states, dipole), 3)
assert all(abs(dipole_strength[x] - ls_strength[x]) < 1e-9 for x in ls_strength)
aligned_state = f3_states[:, term_4i & (f3_labels[:, 2] == 9) & (f3_labels[:, 3] == 9)]
aligned = collect(strengths(aligned_state, f2_states, dipole), 3)
aligned_total = sum(aligned.values())
assert max(abs(aligned[x] / aligned_total - ls_strength[x] / 3) for x in aligned) > 1e-3

# Positions of the f^2 levels and their mixing by spin-orbit coupling.
slater_f = {2: 12.0, 4: 8.0, 6: 6.0}
zeta = 0.1
lz1, lp1, sz1, sp1 = one_electron_angular(f_orbitals)
spin_orbit = lz1 @ sz1 + 0.5 * (lp1 @ sp1.T + lp1.T @ sp1)
pair_matrix = coulomb_pairs(f_orbitals, {"within": slater_f, "direct": 0, "exchange": 0})
f2_hamiltonian = (many_body(removal_stack(f2_dets, 14, 2), pair_matrix)
                  + zeta * many_body(f2_stack, spin_orbit))
level_sum = collect(expectation(f2_hamiltonian, f2_states), 3)
ls_energy = {level: value / (level[2] + 1) for level, value in level_sum.items()}
for (ts, tl, tj), value in ls_energy.items():
    L, J = tl // 2, tj // 2
    expected = sum(F * (-1) ** L * 49 * threej_zero(3, k, 3) ** 2
                   * sixj(6, 6, tl, 6, 6, 2 * k) for k, F in slater_f.items())
    if ts == 2:
        expected += zeta / 4 * (J * (J + 1) - L * (L + 1) - 2)
    assert abs(value - expected) < 1e-9

mixed_energies, mixed_states = np.linalg.eigh(f2_hamiltonian)
mixed_strengths = strengths(ground, mixed_states)
breaks = np.where(np.diff(mixed_energies) > 1e-7)[0] + 1
mixed_levels = []
for group in np.split(np.arange(len(mixed_energies)), breaks):
    overlaps = ((f2_states.T @ mixed_states[:, group]) ** 2).sum(axis=1) / len(group)
    content = collect(overlaps, 2)
    mixed_levels.append((mixed_energies[group[0]], (len(group) - 1) // 2,
                         mixed_strengths[group].sum(), content))
assert len(mixed_levels) == 13
for J in range(7):
    before = sum(v for level, v in ls_strength.items() if level[2] == 2 * J)
    after = sum(level[2] for level in mixed_levels if level[1] == J)
    assert abs(before - after) < 1e-9

# ---------- exchange integral for hydrogenic 3s and 3d orbitals ----------
charge = 10.0


def radial_3s(r):
    x = charge * r
    return (2 * charge**1.5 / (81 * np.sqrt(3)) * (27 - 18 * x + 2 * x**2)
            * np.exp(-x / 3))


def radial_3d(r):
    x = charge * r
    return 4 * charge**1.5 / (81 * np.sqrt(30)) * x**2 * np.exp(-x / 3)


def overlap_density(r):
    return radial_3s(r) * radial_3d(r) * r**2


nodes, weights = np.polynomial.legendre.leggauss(600)
r, wr = 30 * (nodes + 1) / charge, 30 * weights / charge
for orbital in (radial_3s, radial_3d):
    assert abs(np.sum(wr * orbital(r) ** 2 * r**2) - 1) < 1e-9
mean_radius_3s = np.sum(wr * radial_3s(r) ** 2 * r**3) * BOHR_ANGSTROM
mean_radius_3d = np.sum(wr * radial_3d(r) ** 2 * r**3) * BOHR_ANGSTROM
u, wu = np.polynomial.legendre.leggauss(100)
u, wu = (u + 1) / 2, wu / 2
inner_r = np.outer(r, u)
inner = r * ((overlap_density(inner_r) * inner_r**2) @ wu)
g2_hartree = 2 * np.sum(wr * overlap_density(r) / r**3 * inner)
g2 = g2_hartree * HARTREE_EV
q, wq = np.polynomial.legendre.leggauss(240)
q, wq = 4 * charge * (q + 1), 4 * charge * wq
transform = spherical_jn(2, np.outer(q, r)) @ (wr * overlap_density(r))
exchange_momentum = 2 / np.pi * np.sum(wq * transform**2)
assert abs(exchange_momentum / (g2_hartree / 5) - 1) < 1e-6


# ---------- s hole beside an open shell ----------
def s_hole_lines(l, n, exchange):
    """Test all terms; return splitting and strength ratio at highest spin."""
    slater = {"within": {0: 20.0, 2: 10.0, 4: 6.0, 6: 4.0},
              "direct": 20.0, "exchange": exchange}
    open_orbitals, orbitals = shell(l), shell(0) + shell(l)
    size = len(orbitals)
    open_dets = determinants(size - 2, n)
    open_h = many_body(removal_stack(open_dets, size - 2, 2),
                       coulomb_pairs(open_orbitals, slater))
    stack = removal_stack(open_dets, size - 2, 1)
    _, _, sz, sp = one_electron_angular(open_orbitals)
    sz, sp = many_body(stack, sz), many_body(stack, sp)
    s2 = casimir(sz, sp)
    states = np.linalg.eigh(open_h + 0.7313 * s2 + 0.0317 * sz)[1]
    energy = expectation(open_h, states)
    twice_s = twice_quantum_number(expectation(s2, states))
    twice_m = doubled_integers(2 * expectation(sz, states))

    all_dets = determinants(size, n + 1)
    hole_index = [i for i, det in enumerate(all_dets) if det & 3 in (1, 2)]
    hole_dets = [all_dets[i] for i in hole_index]
    hole_h = many_body(removal_stack(hole_dets, size, 2),
                       coulomb_pairs(orbitals, slater))
    predicted = []
    for e, ts, tm in zip(energy, twice_s, twice_m):
        if ts == tm:
            base = e + n * slater["direct"]
            unit = exchange / (2 * l + 1)
            predicted += [base - unit * (n / 2 + ts / 2)] * (ts + 2)
            predicted += [base - unit * (n / 2 - ts / 2 - 1)] * ts
    assert np.allclose(np.sort(predicted), np.linalg.eigvalsh(hole_h), atol=1e-8)

    stack = removal_stack(hole_dets, size, 1)
    _, _, sz, sp = one_electron_angular(orbitals)
    hole_s2 = casimir(many_body(stack, sz), many_body(stack, sp))
    squares, spin_states = np.linalg.eigh(hole_s2)
    hole_twice_s = twice_quantum_number(squares)
    full_dets = [(det << 2) | 3 for det in open_dets]
    removed = (removal_stack(full_dets, size, 1) @ states)
    removed = removed.reshape(size, len(all_dets), -1)[:2][:, hole_index]
    weight = sum((spin_states.T @ removed[p]) ** 2 for p in (0, 1))
    high = np.array([weight[hole_twice_s == ts + 1, i].sum()
                     for i, ts in enumerate(twice_s)])
    low = np.array([weight[hole_twice_s == ts - 1, i].sum()
                    for i, ts in enumerate(twice_s)])
    assert np.allclose(high, (twice_s + 2) / (twice_s + 1), atol=1e-9)
    assert np.allclose(low, twice_s / (twice_s + 1), atol=1e-9)

    top = twice_s.max()
    candidates = np.where((twice_s == top) & (np.abs(twice_m) <= 1))[0]
    pick = candidates[np.argmin(energy[candidates])]
    line_energy = []
    for ts in (top + 1, top - 1):
        part = spin_states[:, hole_twice_s == ts]
        vector = part @ (part.T @ removed[0][:, pick])
        vector /= np.linalg.norm(vector)
        value = vector @ hole_h @ vector
        assert np.linalg.norm(hole_h @ vector - value * vector) < 1e-7
        line_energy.append(value)
    splitting = line_energy[1] - line_energy[0]
    assert abs(splitting - (top + 1) * exchange / (2 * l + 1)) < 1e-8
    return top / 2, splitting, high[pick], low[pick]


d5_lines = s_hole_lines(2, 5, g2)
d2_lines = s_hole_lines(2, 2, g2)
s_hole_lines(3, 2, 5.0)


# Count the L=0 terms of p^4 d^6 that could mix with the s-hole lines of d^5.
def projections(l, n):
    return Counter((sum(o[1] for o in c), sum(o[2] for o in c))
                   for c in combinations(shell(l), n))


counts = Counter()
for (ml1, ms1), n1 in projections(1, 4).items():
    for (ml2, ms2), n2 in projections(2, 6).items():
        counts[(ml1 + ml2, ms1 + ms2)] += n1 * n2


def number_of_s_terms(twice_spin):
    return (counts[(0, twice_spin)] - counts[(1, twice_spin)]
            - counts[(0, twice_spin + 2)] + counts[(1, twice_spin + 2)])


assert number_of_s_terms(6) == 0 and number_of_s_terms(4) > 0

# ---------- output ----------
print("f3 4I9/2 -> f2; strengths are in electrons")
print(f"F2, F4, F6 = {slater_f[2]:.1f}, {slater_f[4]:.1f}, {slater_f[6]:.1f} eV")
print(f"zeta = {zeta:.2f} eV")
for (ts, tl), value in parentage_4i.items():
    print(f"c^2 of parent {ts + 1}{LETTERS[tl // 2]} = {value:.6f}")
lowest_ls = min(ls_energy.values())
print("pure LS: level, E above lowest (eV), strength, term average")
for level in sorted(ls_energy, key=ls_energy.get):
    if ls_strength[level] > 1e-9:
        name = f"{level[0] + 1}{LETTERS[level[1] // 2]}{level[2] // 2}"
        print(f"  {name} {ls_energy[level] - lowest_ls:.4f}"
              f" {ls_strength[level]:.5f} {term_average[level]:.5f}")
print(f"sum of LS strengths = {sum(ls_strength.values()):.5f}")
print(f"3H4 share, M averaged = {ls_strength[(2, 10, 8)] / 3:.5f}")
print(f"3H4 share, M=9/2 only, z-polarized = {aligned[(2, 10, 8)] / aligned_total:.5f}")
print(f"d and g wave amplitudes used = {d_wave:.1f}, {g_wave:.1f} (relative)")
print("mixed: J', E above lowest (eV), strength, 3H part, 3F part")
for e, J, strength, content in mixed_levels:
    if strength > 5e-6:
        print(f"  {J} {e - mixed_levels[0][0]:.4f} {strength:.5f}"
              f" {content[(2, 10)]:.4f} {content[(2, 6)]:.4f}")
print(f"3s hole: hydrogenic effective charge = {charge:.1f}")
print(f"mean radius 3s = {mean_radius_3s:.4f} angstrom")
print(f"mean radius 3d = {mean_radius_3d:.4f} angstrom")
print(f"G2(3s,3d) = {g2:.5f} eV = {g2_hartree:.6f} hartree")
print(f"G2/5 = {g2 / 5:.5f} eV")
print(f"exchange integral, momentum space = {exchange_momentum * HARTREE_EV:.5f} eV")
for name, (S, splitting, high, low) in (("d5", d5_lines), ("d2", d2_lines)):
    print(f"{name}: S = {S:.1f}, splitting from diagonalization = {splitting:.5f} eV")
    print(f"{name}: strengths high, low spin = {high:.5f}, {low:.5f}")
    print(f"{name}: strength ratio = {high / low:.5f}")
print(f"number of 7S terms in 3p4 3d6 = {number_of_s_terms(6)}")
print(f"number of 5S terms in 3p4 3d6 = {number_of_s_terms(4)}")
print("checks complete")
```

It prints:

```
f3 4I9/2 -> f2; strengths are in electrons
F2, F4, F6 = 12.0, 8.0, 6.0 eV
zeta = 0.10 eV
c^2 of parent 3F = 0.222222
c^2 of parent 3H = 0.777778
pure LS: level, E above lowest (eV), strength, term average
  3H4 0.0000 1.88981 0.63636
  3H5 0.2500 0.42424 0.77778
  3H6 0.5500 0.01928 0.91919
  3F2 0.8097 0.56277 0.15873
  3F3 0.9597 0.09848 0.22222
  3F4 1.1597 0.00541 0.28571
sum of LS strengths = 3.00000
3H4 share, M averaged = 0.62994
3H4 share, M=9/2 only, z-polarized = 0.67388
d and g wave amplitudes used = 0.4, 1.0 (relative)
mixed: J', E above lowest (eV), strength, 3H part, 3F part
  4 0.0000 1.85026 0.9765 0.0006
  5 0.2780 0.42424 1.0000 0.0000
  6 0.5727 0.01925 0.9982 0.0000
  2 0.8090 0.55511 0.0000 0.9864
  3 0.9877 0.09848 0.0000 1.0000
  4 1.0274 0.01084 0.0136 0.5799
  4 1.4110 0.03412 0.0099 0.4195
  2 2.8885 0.00740 0.0000 0.0132
  6 3.4520 0.00003 0.0018 0.0000
  2 3.7456 0.00026 0.0000 0.0005
3s hole: hydrogenic effective charge = 10.0
mean radius 3s = 0.7144 angstrom
mean radius 3d = 0.5556 angstrom
G2(3s,3d) = 6.20051 eV = 0.227865 hartree
G2/5 = 1.24010 eV
exchange integral, momentum space = 1.24010 eV
d5: S = 2.5, splitting from diagonalization = 7.44061 eV
d5: strengths high, low spin = 1.16667, 0.83333
d5: strength ratio = 1.40000
d2: S = 1.0, splitting from diagonalization = 3.72031 eV
d2: strengths high, low spin = 1.33333, 0.66667
d2: strength ratio = 2.00000
number of 7S terms in 3p4 3d6 = 0
number of 5S terms in 3p4 3d6 = 3
checks complete
```
